# Why mean electron temperature does not give mean ionization in pulsed argon

**Q:** I have a pulsed argon plasma. The electron temperature is 4 eV for half of each period and 0.5 eV for the other half. Its mean is 2.25 eV, so I put 2.25 eV into the ionization factor \(\exp(-15.76\ \mathrm{eV}/T_e)\) and take the result as the mean ionization. What is wrong with that?

**A:** You average first and apply a strongly curved function afterwards. The plasma does it in the other order: it ionizes at each instant with the temperature of that instant, and the contributions then add up. The two orders agree for a linear function, and this one is far from linear.

**Q:** Before we compare numbers, where does the exponential come from? Is it the ionization rate?

**A:** It is one factor of the rate coefficient \(K=\langle\sigma v\rangle\), where \(\sigma\) is the ionization cross section and \(v\) the electron speed. I write \(T\) for \(T_e\) and measure \(T\) and the electron energy \(\varepsilon\) in eV; \(e\) is the elementary charge and \(m\) the electron mass. Assume a Maxwellian distribution and direct ionization from the ground state, with threshold \(E=15.76\) eV. The normalized energy distribution and the speed are

\[
g(\varepsilon)=\frac{2}{\sqrt{\pi}}\,T^{-3/2}\sqrt{\varepsilon}\;\exp(-\varepsilon/T),\qquad v=\sqrt{\frac{2e\varepsilon}{m}} .
\]

In the product \(vg\) the two square roots of \(\varepsilon\) combine to \(\varepsilon\), and the constants to \((2/\sqrt\pi)\sqrt{2e/m}=\sqrt{8e/(\pi m)}\). Since \(\sigma=0\) below threshold,

\[
K(T)=\sqrt{\frac{8e}{\pi m}}\;T^{-3/2}\int_E^\infty \sigma(\varepsilon)\,\varepsilon\,\exp(-\varepsilon/T)\,d\varepsilon .
\]

Now count energy from the threshold, \(\varepsilon=E+x\):

\[
K(T)=\exp(-E/T)\;\sqrt{\frac{8e}{\pi m}}\;T^{-3/2}\int_0^\infty \sigma(E+x)\,(E+x)\,\exp(-x/T)\,dx .
\]

The factor \(f(T)=\exp(-E/T)\) comes out whatever the shape of \(\sigma\). What remains is a prefactor that also depends on \(T\), but more weakly here. Let us settle \(f\) first and return to the prefactor.

**Q:** Then do the averages for my pulse.

**A:** Call the temperatures \(T_h=4\) eV and \(T_l=0.5\) eV, with mean \(T_m=2.25\) eV, and let the switching be instantaneous. In the hot half \(E/T_h=3.940\), so \(f(T_h)=1.945\times10^{-2}\). In the cold half \(E/T_l=31.52\), so \(f(T_l)=2.0\times10^{-14}\). The time average is

\[
\langle f\rangle=\tfrac12\left(1.945\times10^{-2}+2.0\times10^{-14}\right)=9.72\times10^{-3}.
\]

Your procedure uses \(E/T_m=7.004\) and gives \(f(T_m)=9.08\times10^{-4}\). The ratio is

\[
R=\frac{\langle f\rangle}{f(T_m)}=\frac{9.72\times10^{-3}}{9.08\times10^{-4}}=10.7 .
\]

The mean temperature underestimates the mean of the factor about elevenfold.

**Q:** Can I see in a formula what makes it so large?

**A:** Divide each term of the average by \(f(T_m)\), which subtracts exponents, and then take the hot term outside:

\[
R=\tfrac12\exp\!\left[E\left(\frac1{T_m}-\frac1{T_h}\right)\right]\left\{1+\exp\!\left[-E\left(\frac1{T_l}-\frac1{T_h}\right)\right]\right\}.
\]

The second term in braces is the cold contribution relative to the hot one, about \(10^{-12}\). With the braces equal to 1, the exponent is \(7.004-3.940=3.064\), and \(\tfrac12\exp(3.064)=10.7\). The half says that ionization happens half of the time. The exponential says how much weaker it would be at 2.25 eV than at 4 eV, a factor of about 21.

Two limits help. If \(T_l=T_h\), all exponents vanish and \(R=1\). If instead \(T_l\to0\) at fixed \(T_h\), then \(T_m\to T_h/2\) and \(R\to\tfrac12\exp(E/T_h)=\tfrac12\exp(3.940)\approx26\). Cooling the afterglow further hardly alters the true average, because the cold half already contributes nothing noticeable. It does lower the mean temperature, and so makes your estimate worse.

**Q:** Is the mean temperature at least safe for a small ripple?

**A:** For a small enough one. Let the two temperatures be \(T_m\pm\delta\). The terms linear in \(\delta\) cancel in the average, which leaves

\[
R\approx1+\frac{\delta^2}{2}\,\frac{f''(T_m)}{f(T_m)} .
\]

Differentiate twice. First \(f'=(E/T^2)f\). The product rule then gives

\[
f''=-\frac{2E}{T^3}f+\frac{E}{T^2}\,\frac{E}{T^2}f=\frac{E(E-2T)}{T^4}\,f .
\]

At 2.25 eV, \(f''/f=15.76\times11.26/25.63=6.92\ \mathrm{eV^{-2}}\). A ripple of 5%, \(\delta=0.1125\) eV, therefore gives an excess of \(\tfrac12\times0.01266\times6.92\approx0.04\), or 4% of \(f(T_m)\). The expansion is safe when the change of exponent is small, \(E\delta/T_m^2\ll1\). Here that number is 0.35. For your pulse \(\delta=1.75\) eV and it is 5.4, so nothing guarantees the expansion there. It gives \(1+\tfrac12\times3.06\times6.92=11.6\) against the exact 10.7: fairly close at this \(T_m\), but only the full exponentials tell you so.

**Q:** Does the mean temperature then underestimate the factor for every pulse?

**A:** No. The sign follows from the curvature. For any two temperatures \(T_m\pm\delta\),

\[
f(T_m+\delta)+f(T_m-\delta)-2f(T_m)=\int_0^\delta\left[f'(T_m+s)-f'(T_m-s)\right]ds .
\]

If \(f''>0\) throughout the interval, \(f'\) increases, the bracket is positive and the mean temperature underestimates. By the formula for \(f''\), this holds when both temperatures lie below \(E/2=7.88\) eV, as yours do. If both lie above, the bracket is negative and the error reverses: for equal times at 9 and 15 eV, the ratio is 0.973. If they lie on opposite sides of 7.88 eV, this argument does not fix the sign, and one has to compute.

**Q:** Perhaps I chose the wrong mean. Electron density is not constant during the pulse. If I weight the temperature by density, will that repair it?

**A:** Not for this waveform, and the particle balance shows why. Let the electron density \(n\) obey

\[
\frac{dn}{dt}=(\nu_{iz}-\nu_{loss})\,n,\qquad \nu_{iz}=n_gK(T),
\]

with a fixed gas density \(n_g\). Divide by \(n\) and integrate over one period \(P\):

\[
\ln\frac{n(P)}{n(0)}=\int_0^P(\nu_{iz}-\nu_{loss})\,dt .
\]

A repeating pulse has \(n(P)=n(0)\), so the left side is zero and \(\langle\nu_{iz}\rangle=\langle\nu_{loss}\rangle\). These are plain time averages, without density weighting. They decide whether the plasma sustains itself.

The number of ions produced does involve the density. Let \(n\) grow from \(n_0\) to \(n_1\) in the hot part of duration \(t_1\). With constant frequencies the growth is exponential at the rate \(\gamma=\ln(n_1/n_0)/t_1\), and the mean density in that part is

\[
\bar n=\frac1{t_1}\int_0^{t_1}n_0\exp(\gamma t)\,dt=\frac{n_1-n_0}{\gamma t_1}=\frac{n_1-n_0}{\ln(n_1/n_0)} .
\]

In the cold part the density returns from \(n_1\) to \(n_0\). Exchanging the two changes the sign of numerator and denominator alike, so \(\bar n\) is the same. Both parts thus carry the same mean density, and weighting by density changes neither the mean temperature nor the mean ionization frequency. This rests on two constant levels and a periodic density; a temperature that varies within each part breaks the equality.

**Q:** So the balance needs the full \(K\), prefactor included. What does the prefactor do to the eleven?

**A:** It depends on the cross section. Near threshold take \(\sigma=C(\varepsilon-E)\). With \(\varepsilon=E+x\), the integral is

\[
\int_0^\infty x(E+x)\exp(-x/T)\,dx=ET^2+2T^3=T^2(E+2T),
\]

because \(\int_0^\infty x^k\exp(-x/T)\,dx=k!\,T^{k+1}\). Multiplying by \(\sqrt{8e/(\pi m)}\,T^{-3/2}\) leaves \(T^{1/2}\), which I absorb in the mean speed \(\bar v=\sqrt{8eT/(\pi m)}\):

\[
K(T)=C\,\bar v\,(E+2T)\exp(-E/T).
\]

Since the cold half is negligible, the ratio 10.7 is multiplied by the prefactor at 4 eV over that at 2.25 eV:

\[
\sqrt{\frac{4}{2.25}}\times\frac{15.76+8}{15.76+4.5}=1.333\times1.173=1.56 .
\]

The full rate coefficient is therefore underestimated by \(10.7\times1.56\approx17\).

A linear cross section keeps rising, whereas a real one turns over. The Thomson form \(\sigma=(S/\varepsilon)(1/E-1/\varepsilon)\), with constant \(S\), does turn over. Its integral splits into an elementary part and an exponential integral:

\[
\int_E^\infty S\left(\frac1E-\frac1\varepsilon\right)\exp(-\varepsilon/T)\,d\varepsilon
=S\left[\frac TE\exp(-E/T)-E_1(E/T)\right],
\]

where \(E_1(z)=\int_z^\infty \exp(-u)\,du/u\). This shape gives a ratio of 12.5. So "eleven" belongs to the exponential factor; for the direct rate coefficient these two shapes give 12.5 and 17.

**Q:** Put this into a reactor. What would go wrong if I trusted 2.25 eV?

**A:** Take a 10 kHz pulse, so the period is 100 µs and each half lasts 50 µs. Let ions leave at the Bohm speed over an effective loss length of 5 cm: \(\nu_{loss}=\sqrt{eT/M}/L\), with \(M\) the argon ion mass. This gives \(6.22\times10^4\ \mathrm{s^{-1}}\) in the hot half and \(2.20\times10^4\ \mathrm{s^{-1}}\) in the cold half, with average \(4.21\times10^4\ \mathrm{s^{-1}}\).

For \(C\) I take a rough argon slope of \(1.5\times10^{-17}\ \mathrm{cm^2/eV}\). Then \(K(T_h)=9.28\times10^{-10}\ \mathrm{cm^3/s}\), and half of it is the time average. Balance requires

\[
n_g=\frac{4.207\times10^4\ \mathrm{s^{-1}}}{\tfrac12\times9.277\times10^{-10}\ \mathrm{cm^3/s}}=9.07\times10^{13}\ \mathrm{cm^{-3}},
\]

which at 300 K is a pressure of 2.8 mTorr. In the hot half \(\nu_{iz}=8.41\times10^4\ \mathrm{s^{-1}}\), the net growth rate is \(2.20\times10^4\ \mathrm{s^{-1}}\), and over 50 µs the density rises by \(\exp(1.10)=3.0\). It falls by the same factor in the afterglow. Integrating the density equation over the period gives a density-weighted ionization frequency of \(4.21\times10^4\ \mathrm{s^{-1}}\), equal to the time average, as derived above.

Now hold the gas density fixed and keep the electrons steadily at 2.25 eV. Ionization supplies \(2.5\times10^3\ \mathrm{s^{-1}}\) against a loss of \(4.66\times10^4\ \mathrm{s^{-1}}\). The net rate is \(-4.41\times10^4\ \mathrm{s^{-1}}\), and after 100 µs a fraction \(\exp(-4.41)=0.012\) of the electrons is left. In this model, with the gas density chosen so that the pulse balances, the steady plasma at the same mean temperature dies out; a steady balance at this density would need about 3.7 eV.

**Q:** Is there some single temperature I could use instead?

**A:** For the factor \(f\), yes. Demand \(f(T_{eff})=\langle f\rangle\approx\tfrac12f(T_h)\) and take logarithms:

\[
\frac{E}{T_{eff}}=\frac{E}{T_h}+\ln2=3.940+0.693=4.633,\qquad T_{eff}=3.40\ \mathrm{eV}.
\]

It lies near the hot temperature because halving an exponential takes a small change of its exponent. But it serves this one function. The Bohm loss varies as \(\sqrt T\), and at 3.40 eV it would be \(6.22\times10^4\sqrt{3.40/4}=5.73\times10^4\ \mathrm{s^{-1}}\), or 36% above the true average. For that loss the plain mean does better: it is 11% too high. Each nonlinear quantity needs its own average over the waveform.

**Q:** My temperature does not jump, though. It takes several microseconds to rise and fall.

**A:** Suppose it relaxes towards its target \(G(t)\), which is \(T_h\) or \(T_l\), by \(dT/dt=(G-T)/\tau\). Averaged over a period the left side vanishes, so \(\langle T\rangle=\langle G\rangle\): the mean stays at 2.25 eV. With \(\tau=5\) µs the ratio for \(f\) drops from 10.7 to 8.8.

The reason is again curvature. At equal times \(t\) after each switch, the rising and falling temperatures are \(T_h-a\exp(-t/\tau)\) and \(T_l+a\exp(-t/\tau)\), with the same constant \(a\) by symmetry. Their sum stays at 4.5 eV, but they are closer together than 4 and 0.5 eV. For a convex function, two values with a fixed sum give a smaller average the closer they lie. With equal rise and fall times, slower switching thus lowers the true mean of \(f\) while your estimate stays where it was. Unequal times move the mean temperature as well: a 1 µs rise with a 10 µs fall gives \(\langle T\rangle=2.56\) eV and a ratio of 4.6, and the reverse gives 1.94 eV and 20.

**Q:** And how near is all this to a real argon reactor?

**A:** A few mTorr, a few eV during the pulse and kilohertz pulsing are roughly the regime of low-pressure inductive plasmas used for etching. The loss length of 5 cm suits a small chamber; wide etching chambers have longer ones. The inputs are round values, not data from one machine. For two of the assumptions the effect can be estimated here.

First, real electrons are often not Maxwellian, since inelastic collisions deplete the fast ones. Suppose that above the lowest metastable level, 11.55 eV, the distribution falls with 0.7 of the bulk temperature. At the ionization threshold the exponent then corresponds to an energy of \(11.55+4.21/0.7=17.6\) eV instead of 15.76 eV. With the linear cross section, the ratio for the full rate coefficient rises from 17 to 24.

Second, metastable atoms are ionized with \(15.76-11.55=4.21\) eV. The curvature now changes sign near 2.1 eV, between your two temperatures, and the exponential factor for this process has a ratio of 1.13. The full rate coefficient with a Thomson shape has a ratio of 1.16, and a linearly rising shape would give 2.1, so averaging harms this channel far less than the direct one. I add this channel with a Thomson cross section for one electron and hold the metastable fraction of the gas fixed. The total ratio is then 15 at a fraction of \(10^{-4}\) and 8.6 at \(10^{-3}\). Few metastables suffice, because at 2.25 eV direct ionization is so weak.

These shifts were computed one at a time and are not bounds. Left out are a temperature overshoot at switch-on, an afterglow temperature that keeps falling instead of settling at 0.5 eV, the variation of the metastable density during the pulse, and changes of the plasma profile. The last may matter: the inverse loss frequencies, 16 µs hot and 45 µs cold, are not short compared with the 50 µs halves, so a fixed loss length is a rough description.

**Q:** If someone hands me nothing but a time-averaged temperature, then, I cannot recover the mean ionization?

**A:** Not from that number alone. A steady 2.25 eV and your pulse share it, yet their mean ionization factors differ by a factor of 10.7. You need the waveform \(T(t)\): evaluate \(K(T(t))\) at each instant and average the result. The hot temperature and its share of the period are enough when the switching is fast, the hot level is flat and the cold part hardly ionizes. A 5 µs overshoot to 6 eV, with the mean of the hot half kept at 4 eV, already raises the mean of \(K\) by about 20%. The numerical output below lists the values for this pulse.

## Table of computed values

```
ionization energy: 15.76 eV
hot, cold, mean Te: 4.00, 0.50, 2.25 eV
E/Te hot, cold, mean: 3.940, 31.520, 7.004
factor at hot Te: 1.9448e-02
factor at cold Te: 2.047e-14
cold/hot factor: 1.05e-12
time-averaged factor: 9.7241e-03
factor at mean Te: 9.0784e-04
RATIO, averaged factor / factor at mean Te: 10.71
Te that gives the averaged factor: 3.402 eV
curvature changes sign at Te: 7.88 eV
ratio for 9 and 15 eV: 0.973
cross-section slope: 1.50e-17 cm2/eV
K at hot Te: 9.277e-10 cm3/s
K at cold Te: 2.435e-22 cm3/s
K at mean Te: 2.770e-11 cm3/s
largest relative error, K quadrature: 2.4e-15
ratio for full K, linear cross section: 16.75
ratio for full K, Thomson cross section: 12.50
period: 100 us
loss length: 5.0 cm
gas temperature: 300 K
loss frequency, hot: 6.216e+04 1/s
loss frequency, cold: 2.198e+04 1/s
sustaining gas density: 9.070e+13 cm-3
sustaining pressure: 2.82 mTorr
time-averaged ionization frequency: 4.207e+04 1/s
density-weighted ionization frequency: 4.207e+04 1/s
peak/minimum electron density: 3.00
steady at mean Te, ionization frequency: 2.512e+03 1/s
steady at mean Te, loss frequency: 4.662e+04 1/s
steady at mean Te, density left after a period: 0.0121
heating and cooling time: 5.0 us
mean Te with finite switching: 2.250 eV
factor ratio with finite switching: 8.81
shift of that ratio on doubling time mesh: 1.2e-07
tail starts at: 11.55 eV; tail/bulk Te: 0.70
full-K ratio with depleted tail: 23.74
metastable ionization threshold: 4.21 eV
factor ratio for metastable threshold: 1.134
full-K ratio, metastable fraction 1e-04: 15.19
full-K ratio, metastable fraction 1e-03: 8.56
```
